Pseudo and all-electron couplings in a three-level PAW model

**Question**

I am testing electron-phonon couplings in the PAW method on a model small enough to do by hand. One nuclear coordinate x moves three levels. In a fixed orthonormal basis e₁, e₂, e₃ the all-electron Hamiltonian is

H(x) = H₀ + x H₁ + ½x² H₂

H₀ = diag(0, 2, 5) eV

H₁ = [[0.5, 0.8, 0.3], [0.8, −0.6, 0.4], [0.3, 0.4, 0.2]] eV/Å

H₂ = diag(0.4, 1.0, −0.6) eV/Å²

The transformation from pseudo to all-electron states has one projector, which turns as x changes:

T(x) = 1 + |d⟩⟨u(x)|, u = (cos qx, sin qx, 0), d = (0, b, a)

with q = 1 Å⁻¹, a = 0.5, b = 0.2. I form H̃ = T†HT and S̃ = T†T, solve H̃ψ̃ₙ = εₙS̃ψ̃ₙ at x = 0, and compute

g̃ₘₙ = ⟨ψ̃ₘ|H̃′ − εₙS̃′|ψ̃ₙ⟩.

The 3,2 element comes out as 1.9 eV/Å and the 2,3 element as 0.4 eV/Å. How can a real perturbation have a coupling matrix that is not Hermitian? Also, my sum over states for the middle level is negative, while the all-electron sum is positive. Shouldn't the second-order level shift be the same in both descriptions?

**Answer**

Your elements are correct. The matrix is not Hermitian because each column uses a different energy. The level shift is the same in both descriptions, but the sum over states is one part of it, and that part depends on T.

Below, a prime is a derivative at x = 0, |n⟩ is the all-electron state ψₙ, and |ñ⟩ is the pseudo state, with |n⟩ = T|ñ⟩. No physical constants appear in the algebra, so it reads the same in atomic units or in eV and Å. I assume nondegenerate levels, an invertible T, and a basis that is complete for the model and does not move with x.

**The two eigenproblems**

For any number ε,

H̃ − εS̃ = T†(H − ε)T.

Since T is invertible, the two problems have the same eigenvalues at every x. Here det T = 1 + ⟨u|d⟩ = 1 + b sin qx, which cannot vanish for |b| < 1. Orthonormality carries over as ⟨m̃|S̃|ñ⟩ = ⟨m|n⟩ = δₘₙ.

This T has the PAW form: u is both the projector and the pseudo partial wave, and u + d is the all-electron partial wave. Indeed T u = u + d, because ⟨u|u⟩ = 1. It is a simplified case: here d is fixed, whereas in PAW for a real atom d moves with the nucleus too. The relations below hold for any invertible T(x), but the pattern of zeros in t is special to this model.

The motion of T enters through

tₘₙ = ⟨m|T′T⁻¹|n⟩, so that T′|ñ⟩ = T′T⁻¹|n⟩ = Σₘ |m⟩tₘₙ.

At x = 0, H is diagonal, so |n⟩ = eₙ. There u = e₁ and u′ = q e₂, which gives T = 1 + |d⟩⟨1| and T′ = q|d⟩⟨2|. Because ⟨1|d⟩ = 0, the inverse is T⁻¹ = 1 − |d⟩⟨1|. With ⟨2|d⟩ = b,

T′T⁻¹ = q|d⟩(⟨2| − b⟨1|).

The nonzero elements, in Å⁻¹, are

t₂₁ = −qb² = −0.04, t₂₂ = qb = 0.2

t₃₁ = −qab = −0.1, t₃₂ = qa = 0.5.

**Relation between the couplings**

The all-electron coupling is gₘₙ = ⟨m|H′|n⟩, which here is the matrix H₁. For the pseudo coupling, use the product rule:

H̃′ = T′†HT + T†H′T + T†HT′.

In the first term H acts to the right on |n⟩ and gives εₙ. In the last it acts to the left on ⟨m| and gives εₘ. Hence

⟨m̃|H̃′|ñ⟩ = εₙtₙₘ* + gₘₙ + εₘtₘₙ.

In the same way,

sₘₙ ≡ ⟨m̃|S̃′|ñ⟩ = tₙₘ* + tₘₙ.

Subtracting εₙsₘₙ removes the tₙₘ* terms:

g̃ₘₙ = gₘₙ + (εₘ − εₙ)tₘₙ. (1)

The diagonal elements agree, and so do elements between states of equal energy. In the lower triangle, in eV/Å,

g̃₂₁ = 0.8 + 2 × (−0.04) = 0.72

g̃₃₁ = 0.3 + 5 × (−0.1) = −0.2

g̃₃₂ = 0.4 + 3 × 0.5 = 1.9.

The upper triangle is unchanged because t₁₂ = t₁₃ = t₂₃ = 0. In atomic units, g₃₂ = 0.00778 and g̃₃₂ = 0.03695 hartree/bohr.

**Why g̃ is not Hermitian**

H̃′ and S̃′ are each Hermitian. Exchanging m and n and taking the complex conjugate therefore gives

g̃ₙₘ* = ⟨m̃|H̃′ − εₘS̃′|ñ⟩.

The energy is now εₘ instead of εₙ, so

g̃ₘₙ − g̃ₙₘ* = (εₘ − εₙ)sₘₙ. (2)

For each fixed n the operator H̃′ − εₙS̃′ is Hermitian. The matrix g̃ takes each column from a different operator of this kind. For your pair, s₃₂ = 0.5 Å⁻¹, and (2) gives 3 × 0.5 = 1.5 eV/Å, which is 1.9 − 0.4.

An x-dependent T does not by itself make g̃ non-Hermitian: S̃′ must connect levels of different energy. If T(x) is unitary, S̃ = 1 and g̃ is Hermitian, yet by (1) it can still differ from g.

**What this means for the nonadiabatic coupling**

Differentiate (H̃ − εₙS̃)|ñ⟩ = 0 and project on ⟨m̃|:

g̃ₘₙ − εₙ′δₘₙ + (εₘ − εₙ)⟨m̃|S̃|ñ′⟩ = 0.

For m = n this gives εₙ′ = g̃ₙₙ = gₙₙ. For m ≠ n,

⟨m̃|S̃|ñ′⟩ = g̃ₘₙ/(εₙ − εₘ). (3)

The case T = 1 gives ⟨m|n′⟩ = gₘₙ/(εₙ − εₘ). Dividing (1) by εₙ − εₘ then yields

⟨m|n′⟩ = ⟨m̃|S̃|ñ′⟩ + tₘₙ.

The all-electron state changes because the pseudo state changes and because T itself moves. For the 3,2 element, the pseudo part is 1.9/(2 − 5) = −0.6333 Å⁻¹. Adding 0.5 gives −0.1333 Å⁻¹, equal to the all-electron value 0.4/(2 − 5).

**The complete second-order shift**

The second-order shift is ½εₙ″x². To find it, set A(x) = H̃ − εₙ(x)S̃ and differentiate A|ñ⟩ = 0 twice:

A″|ñ⟩ + 2A′|ñ′⟩ + A|ñ″⟩ = 0.

Projecting on ⟨ñ| removes the last term, since ⟨ñ|A = 0:

⟨ñ|A″|ñ⟩ + 2⟨ñ|A′|ñ′⟩ = 0. (4)

The first term contains

A″ = H̃″ − εₙS̃″ − 2εₙ′S̃′ − εₙ″S̃.

In the second, expand |ñ′⟩ = Σₘ |m̃⟩⟨m̃|S̃|ñ′⟩. The m = n term drops out because ⟨ñ|A′|ñ⟩ = 0. For m ≠ n, A′ is Hermitian and its εₙ′S̃ part has no off-diagonal element, so

⟨ñ|A′|m̃⟩ = ⟨m̃|A′|ñ⟩* = g̃ₘₙ*.

Insert this and (3) into (4), solve for εₙ″, and divide by two:

½εₙ″ = D̃ₙ − εₙ′sₙₙ + Σₘ≠ₙ |g̃ₘₙ|²/(εₙ − εₘ) (5)

D̃ₙ = ½⟨ñ|H̃″ − εₙS̃″|ñ⟩.

The numerator is |g̃ₘₙ|², from column n. It is not g̃ₙₘg̃ₘₙ, because g̃ₙₘ contains εₘ, while the level being shifted is n.

With T = 1, (5) becomes the all-electron formula

½εₙ″ = Dₙ + Σₘ≠ₙ |gₘₙ|²/(εₙ − εₘ), Dₙ = ½⟨n|H″|n⟩.

**How the differences cancel**

The two totals must agree because the eigenvalues agree at every x. The algebra shows where the differences go. Let K = H − εₙ, with εₙ held at its value at x = 0. Then H̃″ − εₙS̃″ is the second derivative of T†KT:

T″†KT + T†KT″ + T†H″T + 2T′†KT′ + 2T′†H′T + 2T†H′T′.

In the expectation value for |ñ⟩, the first two terms vanish because KT|ñ⟩ = K|n⟩ = 0. The curvature of T therefore drops out. Using T′|ñ⟩ = Σₘ|m⟩tₘₙ in the rest, and including the factor ½,

D̃ₙ = Dₙ + Σₘ(εₘ − εₙ)|tₘₙ|² + 2Re Σₘ gₙₘtₘₙ. (6)

From (1), with gₘₙ* = gₙₘ, each term of the pseudo sum is

|g̃ₘₙ|²/(εₙ − εₘ) = |gₘₙ|²/(εₙ − εₘ) − 2Re(gₙₘtₘₙ) + (εₙ − εₘ)|tₘₙ|².

The last two terms cancel the m ≠ n additions in (6). What remains of (6) is Dₙ + 2gₙₙRe tₙₙ. Since εₙ′ = gₙₙ and sₙₙ = 2Re tₙₙ, the overlap term in (5) cancels that remainder. This proves the equality for any T satisfying the assumptions. A real PAW calculation does not meet them exactly, since it has a finite pseudo basis, a finite set of projectors and frozen core states, so there the equality is not guaranteed. The last section shows how large the mismatch can be when states are left out.

**The middle level in numbers**

All values here are in eV/Å². The all-electron total is

½ × 1.0 + 0.8²/(2 − 0) + 0.4²/(2 − 5) = 0.5 + 0.32 − 0.05333 = 0.76667.

On the pseudo side, (6) gives

D̃₂ = 0.5 + 3 × 0.5² + 2(−0.6 × 0.2 + 0.4 × 0.5) = 0.5 + 0.75 + 0.16 = 1.41.

The overlap term is −(−0.6) × 0.4 = 0.24, and the sum over states is

0.8²/(2 − 0) + 1.9²/(2 − 5) = 0.32 − 1.20333 = −0.88333.

The total is 1.41 + 0.24 − 0.88333 = 0.76667, the same as before, or 0.00789 hartree/bohr². Your negative sum was right but incomplete. Using the product g̃ₙₘg̃ₘₙ in the sum would instead give a total of 1.68467.

For level 1 the pieces also differ: 0.2 − 0.338 on the all-electron side and 0.1292 − 0.2672 on the pseudo side, both giving −0.138. For level 3 they agree one by one, because the third column of t is zero.

As a check at finite displacement, average the shift of level 2 over x = ±0.05 Å, which removes the odd orders. Second order gives 0.76667 × 0.05² = 0.0019167 eV, and diagonalization gives 0.0019165 eV. The numerical check also tests the relations on random complex matrices.

**If the sum over states is truncated**

A state with tₘₙ = 0, such as level 1 when level 2 is shifted, adds the same term to both sums and can be dropped from both without spoiling the agreement of the totals. In general D̃ₙ already contains the contributions of all states, so after truncation the pseudo total minus the all-electron one equals the sum of (εₘ − εₙ)|tₘₙ|² + 2Re(gₙₘtₘₙ) over the omitted m. The two agree only if that sum vanishes, and it can have either sign: leaving out level 2 when shifting level 1 gives 2 × 0.04² + 2 × 0.8 × (−0.04) = −0.0608 eV/Å². Leave out level 3 when shifting level 2, and the all-electron result becomes 0.5 + 0.32 = 0.82 eV/Å², while the pseudo result becomes 1.41 + 0.24 + 0.32 = 1.97 eV/Å². Neither is the full shift, and they differ by the omitted addition 3 × 0.5² + 2 × 0.4 × 0.5 = 1.15 eV/Å². When two coupled levels lie close together, the expansion should not be relied on unless both |gₘₙx| and the change of the gap, |(gₙₙ − gₘₘ)x|, are small compared with |εₙ − εₘ|. A weak coupling alone is not enough: with a gap of 0.1 eV that closes at 1 eV/Å and a coupling of 0.01 eV/Å, the gap has halved at x = 0.05 Å and the repulsion of the levels is twice its second-order value. At a degeneracy the coupled levels must first be diagonalized together.

Table of computed values

```
levels e_n (eV):    0.0000     2.0000     5.0000
q = 1.00 1/angstrom, a = 0.50, b = 0.20 (a, b dimensionless)
diagonal of H2 (eV/angstrom^2):    0.4000     1.0000    -0.6000
T(0), dimensionless:
      1.0000     0.0000     0.0000
      0.2000     1.0000     0.0000
      0.5000     0.0000     1.0000
t (1/angstrom):
      0.0000     0.0000     0.0000
     -0.0400     0.2000     0.0000
     -0.1000     0.5000     0.0000
<psi~_m|S~'|psi~_n> (1/angstrom):
      0.0000    -0.0400    -0.1000
     -0.0400     0.4000     0.5000
     -0.1000     0.5000     0.0000
all-electron g (eV/angstrom):
      0.5000     0.8000     0.3000
      0.8000    -0.6000     0.4000
      0.3000     0.4000     0.2000
pseudo g~ (eV/angstrom):
      0.5000     0.8000     0.3000
      0.7200    -0.6000     0.4000
     -0.2000     1.9000     0.2000
g~ minus its adjoint (eV/angstrom):
      0.0000     0.0800     0.5000
     -0.0800     0.0000    -1.5000
     -0.5000     1.5000     0.0000
all-electron nonadiabatic coupling, m != n (1/angstrom):
      0.0000     0.4000     0.0600
     -0.4000     0.0000     0.1333
     -0.0600    -0.1333     0.0000
pseudo nonadiabatic coupling, m != n (1/angstrom):
      0.0000     0.4000     0.0600
     -0.3600     0.0000     0.1333
      0.0400    -0.6333     0.0000
Second-order coefficients for levels 1, 2, 3 (eV/angstrom^2):
all-electron D         0.20000    0.50000   -0.30000
all-electron sum      -0.33800    0.26667    0.07133
all-electron total    -0.13800    0.76667   -0.22867
pseudo D~              0.12920    1.41000   -0.30000
pseudo overlap term    0.00000    0.24000    0.00000
pseudo sum            -0.26720   -0.88333    0.07133
pseudo total          -0.13800    0.76667   -0.22867
eigenvalue curvature/2  -0.13800    0.76667   -0.22867
level 2, wrong product g~_nm g~_mn: 1.68467 eV/angstrom^2
g_32 = 0.007779 hartree/bohr
g~_32 = 0.036949 hartree/bohr
level 2 total = 0.007890 hartree/bohr^2
level 2 mean shift at +-0.05 angstrom, second order: 0.0019167 eV
level 2 mean shift, diagonalization: 0.0019165 eV
```
